# Local equilibrium and particle conservation when the relaxation rate depends on momentum

**Q:** I am modelling electrons in a copper via with a relaxation term, $-\nu(\mathbf k)\,[f-f_{\rm loc}]$. Here $f_{\rm loc}$ is a Fermi function at the lattice temperature, and I choose its chemical potential so that it holds the same density as $f$. Scattering then moves electrons between states without changing their number. Is that not enough?

**A:** Test it by counting. I use atomic units in the algebra and write $\int$ for the sum over all states per volume, spin included. The kinetic equation is

$$\partial_t f+\mathbf v\cdot\nabla f+\mathbf F\cdot\nabla_{\mathbf k}f=-\nu(\mathbf k)\,[f-f_{\rm loc}],\qquad \nu>0 .$$

Integrate over $\mathbf k$. The first two terms give $\partial_t n+\nabla\cdot\mathbf j$, with $\mathbf j$ the particle flux. The force term is a total derivative in $\mathbf k$ for a force independent of $\mathbf k$, and it integrates to zero over the band. What remains is

$$\partial_t n+\nabla\cdot\mathbf j=S,\qquad S=-\int\nu\,(f-f_{\rm loc}).$$

Your choice makes $\int(f-f_{\rm loc})$ vanish. Conservation needs $S=0$, and $S$ contains the rate.

**Q:** The two integrals differ, but perhaps the second vanishes whenever the first does.

**A:** Take two small groups of states with rates $\nu_1\neq\nu_2$. Start from $f=f_{\rm loc}$ and move a density $\eta$ of electrons from group 2 to group 1. There is room for this, because $0<f_{\rm loc}<1$ at finite temperature. The total density has not changed, so your rule returns the same $f_{\rm loc}$. Yet

$$S=-(\nu_1-\nu_2)\,\eta\neq0 .$$

Density matching therefore conserves particles for every $f$ only if $\nu$ is the same for all states whose occupation can change. The condition that works for any positive $\nu(\mathbf k)$ is

$$\int\nu f=\int\nu f_{\rm loc}.$$

It fixes the chemical potential uniquely. The derivative of the right side with respect to $\mu_{\rm loc}$ is $\int\nu\,(-\partial f_{\rm loc}/\partial\varepsilon)>0$, and the right side runs from zero for an empty band to $\int\nu$ for a full one.

**Q:** Then $f_{\rm loc}$ no longer contains the density that is actually there. How can it be the local equilibrium?

**A:** It describes where scattered electrons land, and it need not hold the same number as $f$. A metal with a spherical Fermi surface shows this. Let $u$ be the cosine between the velocity and the transport axis, and let $\langle X\rangle=\tfrac12\int_{-1}^{1}X\,du$ be the average over the surface. Let $\varphi(u)$ be the change of $f$ from global equilibrium, integrated over energy. I assume that the density of states $N$, the speed $v$ and the rate do not vary over the energies involved. Then $\delta n=N\langle\varphi\rangle$. Raising the chemical potential by $\delta\mu$ shifts the Fermi step, which adds an area $\delta\mu$ in every direction. The collision term becomes $-\nu(\varphi-\delta\mu)$, and the two rules read

$$\delta\mu_n=\langle\varphi\rangle\ \text{(density)},\qquad \delta\mu_\nu=\frac{\langle\nu\varphi\rangle}{\langle\nu\rangle}\ \text{(rate)}.$$

Inserting the first into $S$ gives the false source

$$S=-N\langle\nu(\varphi-\delta\mu_n)\rangle=-N\langle\nu\rangle(\delta\mu_\nu-\delta\mu_n).$$

**Q:** Is the rate-weighted rule more than a repair? I would like to see scattering events behind it.

**A:** Let electrons hop elastically from $\mathbf k'$ to $\mathbf k$ with a rate proportional to $\nu(\mathbf k)\nu(\mathbf k')/\langle\nu\rangle$, which is symmetric in the two states. With exclusion included, and with $\langle\cdot\rangle'$ averaging over $\mathbf k'$, the occupation at one energy changes at the rate

$$\Big\langle\frac{\nu\nu'}{\langle\nu\rangle}\,[f'(1-f)-f(1-f')]\Big\rangle'=\Big\langle\frac{\nu\nu'}{\langle\nu\rangle}(f'-f)\Big\rangle'=-\nu\Big(f-\frac{\langle\nu f\rangle}{\langle\nu\rangle}\Big).$$

The products $ff'$ cancel. Integrated over energy, this is the collision term with $\delta\mu_\nu$.

Under density matching the gain term is $\nu(\mathbf k)\langle\varphi\rangle$. Electrons at $\mathbf k'$ leave at the rate $\nu(\mathbf k')$, but their contribution to the gain, averaged over all final states, is made at the rate $\langle\nu\rangle$. Each scattered electron is thus replaced by

$$\frac{\langle\nu\rangle}{\nu(\mathbf k')}$$

electrons. States that scatter faster than average lose particles, and slow ones breed them.

**Q:** Give me a size.

**A:** I take $\nu=(1+u^2)/\tau$ with $\tau=40$ fs, so the scattering time falls from 40 fs at the equator to 20 fs at the poles. The Fermi energy is 7.0 eV with the free-electron mass, which gives $v=1.569$ nm/fs, an electron density of 84.1 per nm³ and $N=18.0$ per eV nm³. With $\langle u^2\rangle=1/3$, the mean rate is $\langle\nu\rangle=4/(3\tau)=0.0333$ per fs.

Distort the Fermi surface without adding charge: $\varphi_0=\Delta(u^2-\tfrac13)$ with $\Delta=50$ meV. Then $\delta\mu_n=0$. Using $\langle u^4\rangle=1/5$,

$$\tau\langle\nu\varphi_0\rangle=\Delta\Big[\frac13+\frac15-\frac13\Big(1+\frac13\Big)\Big]=\frac{4\Delta}{45},\qquad \delta\mu_\nu=\frac{4\Delta/45}{4/3}=\frac{\Delta}{15}=3.33\ \text{meV}.$$

So the correct $f_{\rm loc}$ does hold more electrons than $f$. With yours, the uniform metal starts to lose electrons at the rate $18.0\times0.0333\times0.00333=0.0020$ per nm³ and fs.

**Q:** The distortion decays within tens of femtoseconds. Does the number recover once it is gone?

**A:** No. In a uniform metal without a field your rule gives $\partial_t\varphi=-\nu(\varphi-\langle\varphi\rangle)$. Divide by $\nu$ and average:

$$\frac{d}{dt}\Big\langle\frac{\varphi}{\nu}\Big\rangle=-\langle\varphi\rangle+\langle\varphi\rangle=0 .$$

Something is conserved, but it is the density weighted by $1/\nu$. Multiplying by $2\varphi/\nu$ before averaging gives

$$\frac{d}{dt}\Big\langle\frac{\varphi^2}{\nu}\Big\rangle=-2\big(\langle\varphi^2\rangle-\langle\varphi\rangle^2\big)\le0,$$

so the decay stops when $\varphi$ is the same in all directions. Call that final value $c$. The conserved quantity fixes it:

$$c=\frac{\langle\varphi_0/\nu\rangle}{\langle1/\nu\rangle}.$$

For this rate, $\langle1/\nu\rangle=\tau\int_0^1du/(1+u^2)=\tau\pi/4$. Since $u^2/(1+u^2)=1-1/(1+u^2)$, also $\langle u^2/\nu\rangle=\tau(1-\pi/4)$. Hence

$$c=\Delta\Big[\frac{1-\pi/4}{\pi/4}-\frac13\Big]=\Delta\Big(\frac4\pi-\frac43\Big)=-3.0\ \text{meV}.$$

Numerical evolution gives $\langle\varphi\rangle=-2.3$ meV after 40 fs, so most of the loss occurs within one equatorial scattering time. In the end $18.0\times0.0030=0.054$ electrons per nm³ are missing, about 0.06% of all electrons. The fraction is small, but it is a net charge in a metal that was neutral and had no current flowing in or out.

**Q:** My conductivity came out right, though. I compared it with the standard integral.

**A:** To first order in its strength, a uniform steady field cannot reveal the fault if $\nu(-u)=\nu(u)$. At second order the distortion also has a part even in $u$, and the false source returns. Let $F$ be the force on an electron along the axis. The force term is $Fvu\,\partial f/\partial\varepsilon$ to first order in $F$. Integrated over energy it becomes $-Fvu$, because the occupation falls from one to zero. So

$$-Fvu=-\nu(\varphi-\delta\mu)\quad\Rightarrow\quad\varphi=\delta\mu+\frac{Fvu}{\nu}.$$

The second part is odd in $u$ and drops out of both $\langle\varphi\rangle$ and $\langle\nu\varphi\rangle$. Both rules are satisfied, and neutrality sets $\delta\mu=0$. The particle flux is $N\langle vu\varphi\rangle=NFv^2\langle u^2/\nu\rangle$. The electron charge enters once through the force and once through the current, so its sign cancels:

$$\sigma=Nv^2\langle u^2/\nu\rangle .$$

In ordinary units this is a resistivity of 1.64 µΩ cm under either rule.

**Q:** So the error should fade when everything varies slowly in space.

**A:** For a decaying density wave it does not fade relative to the effect you want. Consider a long wave $\varphi\propto e^{iqx-\Gamma t}$ before the self-consistent electric field is added:

$$-\Gamma\varphi+iqvu\,\varphi=-\nu(\varphi-\delta\mu).$$

Since $\Gamma$ is of order $q^2$, to first order in $q$

$$\varphi=\delta\mu\Big(1-\frac{iqvu}{\nu}\Big).$$

With rate matching, averaging the wave equation removes the right side:

$$\Gamma=\frac{iqv\langle u\varphi\rangle}{\langle\varphi\rangle}=Dq^2,\qquad D=v^2\Big\langle\frac{u^2}{\nu}\Big\rangle .$$

With density matching, the right side vanishes only after division by $\nu$:

$$\Gamma'=\frac{iqv\langle u\varphi/\nu\rangle}{\langle\varphi/\nu\rangle}=D'q^2,\qquad D'=v^2\,\frac{\langle u^2/\nu^2\rangle}{\langle1/\nu\rangle}.$$

The first case obeys the Einstein relation $\sigma=ND$; the second breaks it. To evaluate $D'$, integrate by parts:

$$\int_0^1\frac{u^2\,du}{(1+u^2)^2}=\Big[-\frac{u}{2(1+u^2)}\Big]_0^1+\frac12\int_0^1\frac{du}{1+u^2}=\frac\pi8-\frac14 .$$

This gives $D=v^2\tau(1-\pi/4)=211$ cm²/s and $D'=v^2\tau(\tfrac12-1/\pi)=179$ cm²/s, which is 15% too low. The sign belongs to this rate and this axis. If $\nu$ has cubic symmetry, $\langle u^2X\rangle=\langle X\rangle/3$ for any function $X$ of $\nu$, so $D'/D=\langle\nu^{-2}\rangle/\langle\nu^{-1}\rangle^2\ge1$; a twofold cubic variation makes $D'$ 3 to 4% too high.

The particle flux for a given $\delta\mu$ is the same in both cases. The wave decays too slowly because the false source refills its crests. That source, $(D-D')q^2N\langle\varphi\rangle$, is of the same order in $q$ as the divergence of the flux, so a longer wavelength does not help. Two limits apply. In steady one-dimensional flow, $\varphi=\delta\mu-vu\,\partial_x\delta\mu/\nu$ with $\delta\mu$ linear in $x$ solves the equation under both rules with no source, so there the false source is confined to a few mean free paths from the contacts. And once the self-consistent field is added, the density wave becomes a plasma oscillation; its damping at long wavelength is 0.023 per fs under your rule instead of 0.020, again independent of $q$.

**Q:** My via carries a steady current. What would I see there?

**A:** First remove the electrostatic potential. Let $U(x)$ be the electron's potential energy, so $F=-U'$. To first order, the energy-integrated force term is $vuU'$, and

$$vu\,\partial_x(\varphi+U)=-\nu(\varphi-\delta\mu).$$

With $\psi=\varphi+U$ and $M=\delta\mu+U$ this becomes

$$vu\,\partial_x\psi=-\nu(\psi-M),\qquad M=\frac{\langle\nu\psi\rangle}{\langle\nu\rangle}\ \text{(rate)}\quad\text{or}\quad M=\langle\psi\rangle\ \text{(density)}.$$

The particle flux is $j=Nv\langle u\psi\rangle$, because $\langle u\rangle U=0$. Averaging gives $dj/dx=-N\langle\nu(\psi-M)\rangle$, which is zero for the first choice of $M$.

Now suppose the via is 40 nm tall and an insulating residue, 0.3 nm thick, was left at its inlet. Treat the residue as a rectangular barrier of thickness $d$ whose top lies $\Phi=2$ eV above the Fermi level $E_F$. For motion normal to it, $k^2=2E_Fu^2$ in the metal and $\kappa^2=2(E_F+\Phi-E_Fu^2)$ inside.

Let the transmitted wave be $te^{ikz}$ with $z=0$ at the exit face. Continuity of value and slope gives $t[\cosh\kappa z+(ik/\kappa)\sinh\kappa z]$ inside. At $z=-d$ the incident part of the wave is half the sum of its value and its slope divided by $ik$. Setting its magnitude to one,

$$1=|t|\,\Big|\cosh\kappa d+\frac i2\Big(\frac\kappa k-\frac k\kappa\Big)\sinh\kappa d\Big|,$$

$$\frac1{T(u)}=\frac1{|t|^2}=1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa d .$$

The transmission is 0.035 at normal incidence and 0.0006 at $u=0.5$. The injected electrons have a mean cosine of 0.90, so they enter near the pole, where the rate is above average.

**Q:** By your replacement rule, they should then disappear.

**A:** On balance they do. Let the inlet reservoir be raised by an energy $V$ and the outlet reservoir be at zero. The boundary conditions are

$$\psi(0,u)=T(u)V+[1-T(u)]\,\psi(0,-u),\qquad \psi(L,-u)=0\qquad(u>0).$$

I solved this with 160 slices, $M$ constant in each, following 32 directions per hemisphere through each slice. The voltage was set so that the conserving solution carries 2 MA/cm², then kept for the other rule:

| Position | Rate matching (MA/cm²) | Density matching (MA/cm²) |
|---|---:|---:|
| Inlet | 2.00 | 2.00 |
| Middle | 2.00 | 1.82 |
| Outlet | 2.00 | 1.72 |

Under your rule 14% of the inlet current is gone at the outlet, in a steady state with no side exit.

The first collisions explain the sign. Of the injected electrons, 73% are struck during their first crossing, and each of these is replaced on average by 0.744 electrons. That removes $0.726\times(1-0.744)=0.19$ of the injected number. The final deficit is 0.14, so later collisions return about 0.05.

The return follows from the directions after a collision. They are distributed as $\nu/\langle\nu\rangle$, and over this distribution the replacement factor $\langle\nu\rangle/\nu$ averages to one. If every electron were struck again, later collisions would thus change nothing on average. But the chance of being struck within a distance $s$ along the axis is $1-\exp[-s(|u|+1/|u|)/(v\tau)]$, which falls as $|u|$ grows towards one. The residue also lets electrons near the axis out more easily. Those struck again therefore lean towards sideways directions, where the factor is larger, and their mean factor exceeds one.

Following 200,000 random electron histories with the hopping law and the replacement factor gives an outlet current of 0.858 of the injected one. The slice solution gives 0.857.

**Q:** From now on I could simply compare the terminal currents. If they agree, the closure is sound.

**A:** That can fail. Remove the residue, so that both ends are open to reservoirs. If $\psi(x,u)$ is a solution, so is $V-\psi(L-x,-u)$: both the derivative term and the collision term change sign, and the boundary values are reproduced. The problem is linear with one solution, so the two are equal. Then

$$j(x)=Nv\langle u[V-\psi(L-x,-u)]\rangle=Nv\langle u\,\psi(L-x,u)\rangle=j(L-x).$$

The terminal currents agree under either rule. With density matching, however, the current in the middle is 0.9% higher than at the ends. One half of the via creates electrons and the other half destroys them. Compare the current at interior sections as well.

**Q:** How much of this would carry over to a real copper via?

**A:** The parameters are round values. The resistivity is close to that of bulk copper at room temperature, roughly 1.7 µΩ cm, but both the size and the shape of the variation of the rate are chosen. The form $1+u^2$ singles out the via axis: across it the same model gives 1.23 µΩ cm, whereas bulk cubic copper has one resistivity in all directions. The residue is a defect, not a normal part of a via. It dominates the resistance: the voltage is 2.6 mV, or 0.13 Ω µm² for resistance times area, and the copper with its bulk resistivity accounts for about 0.5% of that. The barrier field is 0.09 MV/cm, well below the several MV/cm at which good oxides roughly break down.

The 14% is an error of the closure, not something a device would show. Changing one input at a time, with the others held fixed, moves it as follows:

- At 378 K instead of 300 K, with all rates proportional to temperature, it is 15%.
- With the electron speed inside the via reduced by 30%, a rough allowance for the real band, it is 16%.
- With the poles scattering 1.5 times faster than the equator, instead of twice, it is 7.6%.
- With a 1 eV barrier it is 14%.

The anisotropy matters most among these, and its shape and orientation decide the sign. Take a twofold variation with cubic symmetry, linear in $(k_x^4+k_y^4+k_z^4)/k^4$, at the same resistivity. If the $\langle100\rangle$ directions scatter fastest, a via along $[001]$ loses 11% and one along $[111]$ gains 7%. If the $\langle111\rangle$ directions scatter fastest, the first gains 9% and the second loses 6.5%. Side walls are also missing. For a via 200 nm wide in one lateral direction and unbounded in the other, 21% of the electrons that reach the outlet would have met a wall on the way. In a much narrower via wall collisions are more frequent, and the one-dimensional picture fails there unless the walls reflect like mirrors, which leaves $u$ unchanged. Grain boundaries, the true shape of copper's Fermi surface and the image lowering of the barrier are left out, and I have no figure for their effect on the loss.

**Q:** And once I match the rate-weighted densities, is the collision term right?

**A:** It conserves number, which is a weaker statement. The lattice takes up momentum and energy here. If scattering is purely elastic, electrons must be conserved at each energy separately, and one chemical potential at the lattice temperature cannot ensure that. Real scattering may also remember direction. If each collision returns 20% of the axial drift it removes, the resistivity falls by about 20%, although the number is conserved in both cases. And if electrons really are trapped or recombine, that loss belongs in a term of its own, with its own rate. It should not enter through the choice of $\mu_{\rm loc}$.

Numerical values quoted here were computed with a short program.
